# Why Confinement Permits Zero-Phonon Emission in Silicon Nanocrystals

**Question.** Bulk silicon needs a phonon to emit light at its band gap. Why can a silicon nanocrystal emit without one, and how does the rate depend on the electron and hole envelopes in momentum space?

## The mechanism

In silicon the highest valence state lies at crystal momentum zero. The lowest conduction states lie in six valleys, at momenta of magnitude $k_0$ along the cube axes. A photon of band-gap energy has a momentum far smaller than $k_0$. In a perfect crystal an electron at the valley therefore cannot recombine with a hole at zero by emitting a photon alone; a phonon must take up the difference.

The prohibition rests on translation symmetry, which makes crystal momentum a conserved label. A nanocrystal has a boundary, so its stationary states carry no such label. Each confined carrier is a packet of Bloch states: the hole packet is centred on zero, the electron packet on $k_0$. A component of the electron at momentum $k$ can recombine with the component of the hole at the same $k$. Each elementary transition is still vertical, and the line is allowed because both packets contain some of the same momenta.

This does not yet say that the line is strong. A packet confined to a length $L$ has a momentum width of order $\pi/L$, which for a crystal of a few nanometres is much less than $k_0$. The core of each packet meets only the far tail of the other, and a tail depends on how sharply the envelope ends as well as on how narrow it is.

## From Bloch packets to a dipole

Hartree atomic units are used. The Bloch functions are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $\langle n\mathbf k|n'\mathbf k'\rangle=(2\pi)^3\delta_{nn'}\delta(\mathbf k-\mathbf k')$. Assume that each carrier stays within one band:

$$\Phi_v=\int\!\frac{d^3k}{(2\pi)^3}F_v(\mathbf k)\psi_{v\mathbf k},\qquad \Phi_c=\int\!\frac{d^3k}{(2\pi)^3}F_c(\mathbf k)\psi_{c\mathbf k}.$$

Here $\Phi_v$ is the valence state that the electron fills. To find the dipole, let $\mathbf r$ act on a Bloch function. Since $\mathbf r e^{i\mathbf k\cdot\mathbf r}=-i\nabla_k e^{i\mathbf k\cdot\mathbf r}$, the product rule gives

$$\mathbf r\,\psi_{c\mathbf k}=-i\nabla_k\psi_{c\mathbf k}+e^{i\mathbf k\cdot\mathbf r}\,i\nabla_k u_{c\mathbf k}.$$

Insert this in $\Phi_c$ and integrate the first term by parts over the Brillouin zone. Its boundary terms cancel when the phases of the Bloch functions are chosen periodic. The derivative then acts on $F_c$, leaving a packet that still lies in the conduction band and is orthogonal to $\Phi_v$. The second term contains a cell-periodic function, so its product with $\psi_{v\mathbf k'}^*$ integrates to $(2\pi)^3\delta(\mathbf k-\mathbf k')$ times a cell average. Hence

$$\mathbf D=\langle\Phi_v|\mathbf r|\Phi_c\rangle=\int\!\frac{d^3k}{(2\pi)^3}F_v^*(\mathbf k)\,\boldsymbol\xi_{vc}(\mathbf k)\,F_c(\mathbf k),$$

$$\boldsymbol\xi_{vc}(\mathbf k)=\frac1\Omega\int_{\rm cell}u_{v\mathbf k}^*\,i\nabla_k u_{c\mathbf k}\,d^3r,$$

where $\Omega$ is the cell volume. The electron's negative charge changes the sign of the dipole and not the rate. In the bulk limit $F_v$ and $F_c$ become sharp at different momenta and $\mathbf D$ vanishes.

A lattice model with an indirect gap shows both sides of this statement. Its valley is at $0.85\pi$ per cell, and a transverse dipole of unit size joins the bands. The strength below is the squared dipole summed over the two lowest electron states. On a closed ring of 40 cells it is $1.3\times10^{-32}$, zero to rounding. Cutting out an open chain of 12 cells gives $2.0\times10^{-6}$.

The same transition can be described by velocity. At each $\mathbf k$ the interband velocity is $i(\varepsilon_v-\varepsilon_c)\boldsymbol\xi_{vc}$, which follows from $\mathbf v=i[H,\mathbf r]$. For the open chain, the velocity element computed in real space and the sum over Bloch components both have magnitude $7.303\times10^{-5}$ in model units. If the confining potential differs for the two bands, its commutator with $\mathbf r$ adds a further velocity term. The dipole form needs no such addition.

## The overlap is a Fourier component

Suppose that $\boldsymbol\xi_{vc}$ varies little over the momenta that matter, and call its value $\mathbf d$. Let $f_v(\mathbf r)$ and $f_c(\mathbf r)$ be the slowly varying envelopes, with transforms $g(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The packets are $F_v=g_v(\mathbf k)$ and $F_c=g_c(\mathbf k-\mathbf k_0)$. In the envelope approximation the momentum integral is extended to all $\mathbf k$, so $\mathbf D=\mathbf d\,I$ with

$$I=\int\!\frac{d^3k}{(2\pi)^3}g_v^*(\mathbf k)g_c(\mathbf k-\mathbf k_0).$$

Writing out both transforms produces $\int d^3k\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}/(2\pi)^3=\delta(\mathbf r-\mathbf r')$. One position integral then disappears:

$$I(\mathbf k_0)=\int f_v^*(\mathbf r)f_c(\mathbf r)e^{i\mathbf k_0\cdot\mathbf r}\,d^3r .$$

The overlap of two displaced packets in momentum space is thus the Fourier component, at the valley momentum, of the envelope product in real space. The confining wall puts that component there, and in this sense the wall takes up the missing momentum.

Two approximations affect the prefactor. A variation of $\boldsymbol\xi_{vc}$ with $\mathbf k$ reweights the tails. In addition, crystal momentum is periodic, so a lattice adds terms $I(\mathbf k_0+\mathbf G)$ with reciprocal vectors $\mathbf G$. For a valley at 0.85 of the way to the zone edge, the nearest image along the axis lies at 1.15. With the inverse-cube tail derived below, its amplitude is about $(0.85/1.15)^3\approx0.4$ of the retained term. In long open chains of the lattice model the size-averaged strength is about 0.36 of the envelope value, close to $(1-0.4)^2$. The prefactor is therefore an estimate.

The valleys at $\pm k_0$ need one more step. A wall mixes them into two states with envelopes $\sqrt2f_c\cos(k_0x+\phi)$ and $\sqrt2f_c\sin(k_0x+\phi)$. If $f_vf_c$ is real and even, their overlaps with the hole are $\sqrt2I\cos\phi$ and $\sqrt2I\sin\phi$. The squares sum to $2I^2$ for every $\phi$, so the average is $I^2$ when both states are equally occupied. When the splitting is much larger than the thermal energy, essentially only the lower state is occupied, and its strength lies between zero and $2I^2$. In a mirror-symmetric crystal parity fixes $\phi$, so one state is dark and the other carries all of $2I^2$; in the 12-cell chain the lower state is the dark one.

## The emission rate

Let the nanocrystal sit in a host of the same refractive index $n$, taken as independent of frequency. In a large volume $V$, a photon mode of frequency $\omega$ and polarization $\mathbf e$ couples with

$$|g|^2=\frac{2\pi\omega}{n^2V}|\mathbf D\cdot\mathbf e|^2.$$

The two polarizations are perpendicular to the propagation direction, so their summed $|\mathbf D\cdot\mathbf e|^2$ averages over directions to $\tfrac23|\mathbf D|^2$. With $k=n\omega/c$, the number of wavevectors per unit frequency is $Vn^3\omega^2/(2\pi^2c^3)$. Fermi's golden rule gives

$$A=2\pi\,\frac{2\pi\omega}{n^2V}\,\frac{2|\mathbf D|^2}{3}\,\frac{Vn^3\omega^2}{2\pi^2c^3}
=\frac{4n\omega^3}{3c^3}|\mathbf d|^2|I|^2 .$$

An explicit sum over the discrete modes of a large box gives 1.0004 times this formula. The result applies to one spin-allowed electron-hole pair, without spin-orbit coupling. Electron-hole attraction is neglected, which requires a Coulomb energy small compared with the level spacings of each carrier in every direction.

## A cube with hard walls

Take a cube of edge $L$ and a valley along $x$. Both carriers have the ground envelope $\sqrt{2/L}\cos(\pi x/L)$ along $x$ and the same form along $y$ and $z$. Hard-wall functions do not depend on mass, so this holds even for an anisotropic electron mass. The $y$ and $z$ overlaps are normalization integrals and equal one. With $\theta=k_0L/2$ and $2\cos^2u=1+\cos2u$,

$$I=\frac1L\int_{-L/2}^{L/2}\left(1+\cos\frac{2\pi x}{L}\right)\cos(k_0x)\,dx.$$

The first term gives $\sin\theta/\theta$. The second splits into cosines with wavenumbers $k_0\pm2\pi/L$, whose integrals contain $\sin(\theta\pm\pi)=-\sin\theta$:

$$I=\sin\theta\left[\frac1\theta-\frac12\left(\frac1{\theta+\pi}+\frac1{\theta-\pi}\right)\right]
=\sin\theta\left[\frac1\theta-\frac{\theta}{\theta^2-\pi^2}\right]$$

$$\phantom{I}=\frac{\sin\theta}{\theta}\,\frac{1}{1-\theta^2/\pi^2}.$$

For $k_0\to0$ this tends to one, the direct-gap value. At $\theta=\pi$ its limit is $1/2$, but that corresponds to $L=2\pi/k_0$, about the size of a unit cell, where an envelope has no meaning. In the useful range $\theta\gg\pi$,

$$I\simeq-\frac{8\pi^2\sin\theta}{(k_0L)^3}.$$

The factor $\sin\theta$ is interference between opposite walls. Its square repeats when $L$ changes by $2\pi/k_0$. Averaging over such a spread of sizes replaces $\sin^2\theta$ by $1/2$ at leading order:

$$\langle I^2\rangle\simeq\frac{32\pi^4}{(k_0L)^6}.$$

### Why the third power appears

Let $\rho=f_vf_c$. At a hard wall both envelopes vanish, so $\rho$ and $\rho'$ vanish too, while $\rho''=2f_v'f_c'$ does not. Integrating $\int\rho\,e^{ik_0x}dx$ by parts three times leaves, at leading order, $\rho''/k_0^3$ from each wall. Each slope has magnitude $\sqrt{2/L}\,\pi/L$, so $\rho''=4\pi^2/L^3$. The two walls together give $2\rho''|\sin\theta|/k_0^3$, which is the magnitude found above.

This power belongs to flat faces perpendicular to the valley, where every point of a face contributes with the same phase. On a curved surface the phases differ and largely cancel. Take a hard-walled sphere of radius $R$ and isotropic masses, so that both carriers have the ground envelope $\sin(\pi r/R)/(\sqrt{2\pi R}\,r)$. Averaging $e^{ik_0x}$ over angles gives $\sin(k_0r)/(k_0r)$, and the same integration by parts leads to

$$I\simeq\frac{4\pi^2\cos(k_0R)}{(k_0R)^4}.$$

The averaged $I^2$ then falls as $R^{-8}$ instead of $L^{-6}$.

### A wall of finite height

Let both carriers have mass $m$ and meet an abrupt barrier of height $V_0$, outside which the envelopes decay as $e^{-\kappa|s|}$. Let $s$ be the distance inward from the wall and $\beta$ the slope of the envelope there. For a large crystal the curvature of the envelope just inside is negligible, so $\rho''=2\beta^2$. Outside, $\rho=(\beta/\kappa)^2e^{2\kappa s}$ and $\rho''=4\beta^2e^{2\kappa s}$. Because $\rho$ and $\rho'$ are continuous, two integrations by parts turn the transform into $-k_0^{-2}$ times that of $\rho''$. The wall's contribution to the latter is

$$\beta^2\left[\frac{2i}{k_0}+\frac{4}{2\kappa+ik_0}\right]
=\frac{2i\beta^2}{k_0}\,\frac{2\kappa-ik_0}{2\kappa+ik_0}.$$

The last fraction has magnitude one. At this order the finite barrier shifts the interference phase but leaves the magnitude at a given slope unchanged. The slope itself is that of a box of effective length $L+2/\kappa$. The unchanged magnitude requires equal masses that do not change across the wall. For $V_0=0.15$ hartree and $L=240$ bohr, masses of 0.3 and 1.0 raise $\langle I^2\rangle$ at given slopes by about 13%, and a barrier mass of 0.5 for both carriers raises it by about 50%.

For $m=0.3$ and $V_0=0.15$ hartree, $\kappa\simeq\sqrt{2mV_0}=0.30$ bohr$^{-1}$, and the effective length exceeds $L$ by about 6.7 bohr. Between $L=120$ and $240$ bohr the predicted exponent is $-6\log_2(246.7/126.7)=-5.77$. Numerical solution of the finite well gives $-5.78$. The lattice model, with open chains averaged over 80–99 and 170–189 cells, gives $-5.96$. Each of these windows holds 8.5 size beats, not a whole number, so the second decimal is not stable: windows of 40 cells (70–109 and 160–199), which hold 17 beats each, give $-5.91$. Most of that departure from $-6$ is an edge offset, as for the finite well; counting the length of an $n$-cell chain as $n+1.5$ cells gives $-5.98$.

### A smooth boundary

If the product $f_vf_c$ is instead a Gaussian of unit integral and rms width $\sigma$, completing the square in its Fourier integral gives

$$I=e^{-k_0^2\sigma^2/2},\qquad I^2=e^{-k_0^2\sigma^2}.$$

There is no power-law tail, because no derivative jumps. In the lattice model, replacing the open 12-cell chain by smooth traps lowers the strength from $2.0\times10^{-6}$ to $3.3\times10^{-21}$. Only the hole widths are compared here; their rms values are nearly equal, 2.35 and 2.34 cells. Only the size of the contrast is meaningful. The open-chain value ranges from $2\times10^{-8}$ to $7\times10^{-6}$ between 10 and 15 cells, and the smooth value becomes $1.4\times10^{-20}$ when the traps are centred between two sites. The Gaussian formula with $\sigma=2.35$ cells gives $2I^2=1.6\times10^{-17}$, so it does not describe this far tail of the lattice states quantitatively. Localization permits the transition; the sharpness of the boundary largely sets its strength in these models.

## Numbers for a model crystal

Choose a valley momentum $k_0=0.55$ bohr$^{-1}$, a gap of 0.040 hartree, a hole mass of 0.3, electron masses of 1.0 along and 0.2 across the valley, a dipole $d=3.0\,e\,$bohr and $n=1.5$. For $L=60$ bohr (3.2 nm) the rms momentum width is $\pi/L=0.052$ bohr$^{-1}$. The valley is 10.5 widths away.

At exactly this size $\theta=16.5$, and the closed form gives $I=1.62\times10^{-3}$. Direct integration over the momentum packets gives the same value. Averaged over one size beat of 11.4 bohr, $\langle I^2\rangle=2.28\times10^{-6}$. A Gaussian product with the same rms width, 10.8 bohr, has $I^2=3.5\times10^{-16}$, smaller by a factor of $6\times10^9$.

Each hard-wall direction adds $\pi^2/(2mL^2)$ per carrier, so the photon energy is

$$\omega=0.040+\frac{\pi^2}{2(60)^2}\left(\frac3{0.3}+\frac1{1.0}+\frac2{0.2}\right)=0.0688\ \text{hartree}.$$

With $c=137.04$, the rate for complete overlap would be

$$\frac{4(1.5)(0.0688)^3(3.0)^2}{3(137.04)^3}=2.28\times10^{-9}$$

atomic units. Multiplication by $\langle I^2\rangle$ gives $5.18\times10^{-15}$ atomic units, or about $210\ \mathrm{s^{-1}}$. The photon energy is held at its value for the central size during this average.

| $L$ (bohr) | $\omega$ (hartree) | $\langle I^2\rangle$ | $A$ (s$^{-1}$) |
|---|---|---|---|
| 60 | 0.0688 | $2.28\times10^{-6}$ | 210 |
| 90 | 0.0528 | $2.47\times10^{-7}$ | 11 |
| 120 | 0.0472 | $3.87\times10^{-8}$ | 1.2 |

Halving $L$ from 120 to 60 bohr raises the overlap factor by 59, close to $2^6=64$. The factor $\omega^3$ adds another 3.1, so the rate grows by about 180. It is not a pure sixth power of size.

These values neglect the electron-hole attraction. In the ground envelopes of the cube its mean value is about $3.05/(\varepsilon L)$ for a uniform permittivity $\varepsilon$. With silicon's $\varepsilon\approx12$ this is between 15% and 29% of the total confinement energy $\omega-0.040$ at the three sizes. It is still not negligible. The electron is heavy along the valley, and its first even excitation in that direction costs only $4\pi^2/L^2$. The attraction is 0.39 of this spacing at 60 bohr and 0.77 at 120 bohr. It has two opposing effects on the rate. It draws the envelopes away from the walls, which lowers their slopes there, but it also makes the electron and hole more likely to be found at the same place. The net change is not calculated here. With $\varepsilon=n^2=2.25$ the attraction would be far stronger. The table therefore illustrates independent carriers only, and only in their ground envelopes. The first excited electron level along the valley lies $3\pi^2/(2L^2)$ higher. At 300 K this is 4.3 times the thermal energy at 60 bohr but only 1.1 times at 120 bohr, so at room temperature excited envelopes also matter for the larger crystals.

The large-size formula is 6% above the averaged overlap at 60 bohr and 14% below it at 90 bohr, relative to the averaged values. Much of this uneven error comes from the fall of $L^{-6}$ within the averaging window. Expand that factor about the central size as $1-6x/L$ and multiply by $2\sin^2\theta=1-\cos(k_0L+k_0x)$. Over one beat the average of $x\sin k_0x$ is $1/k_0$, so the first-order correction is

$$-\frac{6\sin(k_0L)}{k_0L}.$$

It is $-18\%$ at 60 bohr and $+8\%$ at 90 bohr. Kept to all orders, this window effect is $-12\%$ and $+13\%$. The rest comes mainly from the factor $(1-\pi^2/\theta^2)^{-2}$ dropped in the large-$\theta$ form, which adds $8\%$ at 60 bohr and $3\%$ at 90 bohr. At 240 bohr the averaged overlap is within 1% of the formula.

## Competition with phonons

Permission for a zero-phonon line does not close the phonon-assisted channel. A phonon of momentum $\mathbf q$ changes the required envelope component from $\mathbf k_0$ to $\mathbf k_0-\mathbf q$. If the coupling and energy denominators are flat in $\mathbf q$, summing over phonons and using Parseval's theorem gives a weight

$$\int\!\frac{d^3q}{(2\pi)^3}|I(\mathbf q)|^2=\int|f_vf_c|^2d^3r=\left(\frac{4}{L^2}\cdot\frac{3L}{8}\right)^3=\frac{27}{8L^3}.$$

The factor $3L/8$ is the integral of $\cos^4(\pi x/L)$ over the box. The weight is $1.56\times10^{-5}$ bohr$^{-3}$ at $L=60$ bohr. It must be multiplied by a coupling with the dimension of volume, which this model does not supply, so the two absolute rates cannot be compared here. Their size dependence can: apart from frequency factors, the ratio of zero-phonon to phonon-assisted emission grows as $L^{-3}$ when this hard-walled cube shrinks. For a large hard-walled sphere with isotropic masses, whose overlap factor falls as $R^{-8}$, the ratio scales as $R^{-5}$. The phonon-assisted channel may still be the stronger one.

## What this means for silicon

The chosen valley momentum, gap and electron masses are close to silicon's; the single hole mass and constant dipole are simplifications. Room-temperature radiative rates of silicon nanocrystals a few nanometres across are very roughly $10^4\ \mathrm{s^{-1}}$, with phonon-assisted emission included. The model's $210\ \mathrm{s^{-1}}$ is the zero-phonon part alone, for a cube with hard faces perpendicular to the valley. Shape matters a great deal: for a hard-walled sphere of the same volume and isotropic masses the averaged overlap factor is about 65 times smaller, which at the same photon energy gives about $3\ \mathrm{s^{-1}}$. In a sphere, unlike the cube, the electron envelope depends on the mass anisotropy. With the electron masses chosen above, the factor is about 800 times smaller than for the cube, and the rate about $0.3\ \mathrm{s^{-1}}$. The model shows how the rate arises and what controls it; it does not predict the rate of a real nanocrystal.

The matched host is an assumption that oxide-embedded nanocrystals clearly break. For a sphere of permittivity $\varepsilon_d\approx12$ in a host with $\varepsilon_h=n^2=2.25$, the internal field is reduced by $3\varepsilon_h/(\varepsilon_d+2\varepsilon_h)\approx0.41$, and the rate by its square, about one sixth. Atomic-scale bonding at the interface can change the dipole in either direction, by an amount that an envelope model cannot determine.

For a light-emitting diode, these models suggest that a smaller crystal with an abrupt boundary favours the zero-phonon line, as long as the envelopes remain meaningful. The light output also depends on nonradiative loss. At a radiative rate $A_r$ and nonradiative rate $A_{nr}$, the fraction of pairs that emit is $A_r/(A_r+A_{nr})$. A boundary that raises $A_r$ but introduces defects can therefore lower the light output.

## Numbers as computed

```
valley momentum k0 = 0.55 1/bohr
bulk gap = 0.040 hartree
hole mass = 0.3 electron masses
electron mass along valley = 1.0 electron masses
electron mass across valley = 0.2 electron masses
interband dipole = 3.0 e bohr
refractive index = 1.5 (no unit)
size beat 2 pi/k0 = 11.42 bohr
L=60: rms momentum width = 0.0524 1/bohr
L=60: k0 over width = 10.50 (no unit)
L=60: I, momentum integral = 1.622682e-03 (no unit)
L=60: I, closed form = 1.622682e-03 (no unit)
L=60: rms width of density = 10.845 bohr
L=60: Gaussian I^2 = 3.528e-16 (no unit)
L=60: mean box I^2 / Gaussian I^2 = 6.450e+09 (no unit)
L=60: phonon-assisted weight = 1.5625e-05 1/bohr^3
L=60: photon energy = 0.06879 hartree
L=60: mean I^2 = 2.2754e-06 (no unit)
L=60: large-size formula = 2.4136e-06 (no unit)
L=60: rate if I=1 = 2.2765e-09 atomic units
L=60: zero-phonon rate = 5.1801e-15 atomic units
L=60: zero-phonon rate = 2.1415e+02 1/s
L=90: photon energy = 0.05279 hartree
L=90: mean I^2 = 2.4700e-07 (no unit)
L=90: large-size formula = 2.1189e-07 (no unit)
L=90: rate if I=1 = 1.0292e-09 atomic units
L=90: zero-phonon rate = 2.5422e-16 atomic units
L=90: zero-phonon rate = 1.0510e+01 1/s
L=120: photon energy = 0.04720 hartree
L=120: mean I^2 = 3.8743e-08 (no unit)
L=120: large-size formula = 3.7713e-08 (no unit)
L=120: rate if I=1 = 7.3536e-10 atomic units
L=120: zero-phonon rate = 2.8490e-17 atomic units
L=120: zero-phonon rate = 1.1778e+00 1/s
L=240: mean I^2 / large-size formula = 1.0086
finite barrier height = 0.15 hartree
finite barrier: size exponent = -5.784
lattice ring: strength = 1.3e-32 (unit dipole)
lattice 12 cells: strength = 1.963e-06 (unit dipole)
lattice smooth: strength = 3.283e-21 (unit dipole)
lattice 12 cells: hole width = 2.349 cells
lattice smooth: hole width = 2.336 cells
lattice open chains: size exponent = -5.961
12 cells: |velocity|, real space = 7.303066e-05 (model)
12 cells: |velocity|, Bloch sum = 7.303066e-05 (model)
photon mode sum / rate formula = 1.0004 (no unit)
```
